# Gragg–Harrod Rotations: Rebuilding a Jacobi Matrix from Nodes and Weights, part 1

(Sections cited here and not found follow in the second part.)

## First half: from a star of levels to a chain

An impurity orbital is coupled to \(N\) bath levels that do not couple to one another. Level \(j\) has energy \(\lambda_j\) and real coupling \(V_j>0\) to the impurity. We write \(w_j=V_j^2\), so that energies are in eV and weights in eV². The energies are distinct. In the basis (impurity, level 1, …, level \(N\)), the one-particle Hamiltonian has non-zero entries only in its first row, its first column and on its diagonal. Such a matrix is called an arrowhead matrix. The impurity's own energy plays no part below and is set to zero.

The same impurity can be coupled to the first site of a chain instead. The chain is described by a Jacobi matrix \(J\), that is, a real symmetric tridiagonal matrix with positive off-diagonal entries. Its diagonal entries are the site energies \(\alpha_1,\dots,\alpha_N\), and its off-diagonal entries are the hoppings \(b_1,\dots,b_{N-1}\). The coupling between impurity and first site is \(b_0>0\). The problem is to compute the chain from the nodes \(\lambda_j\) and weights \(w_j\) in a way that survives rounding.

### (a) Is there such a chain, and is there only one?

Show that an orthogonal change of basis among the bath levels produces a chain, and that the chain is unique. Express its coefficients as sums over the nodes.

**Solution.** Put \(\Lambda=\mathrm{diag}(\lambda_1,\dots,\lambda_N)\) and let \(v\) be the vector with components \(\sqrt{w_j}\). We seek an orthogonal matrix \(Q\) with columns \(q_1,\dots,q_N\) such that

\[
Q^T\Lambda Q=J,\qquad Q^Tv=b_0e_1 .
\]

The second condition says that the impurity couples to the first chain site alone. It fixes \(b_0=\|v\|\), or \(b_0^2=\sum_jw_j\), and \(q_1=v/b_0\). Column \(k\) of \(\Lambda Q=QJ\) reads

\[
\Lambda q_k=b_{k-1}q_{k-1}+\alpha_kq_k+b_kq_{k+1},
\]

where the first term is absent for \(k=1\) and the last for \(k=N\). The inner product with \(q_k\) gives \(\alpha_k=q_k^T\Lambda q_k\). The remainder \(\Lambda q_k-\alpha_kq_k-b_{k-1}q_{k-1}\) then has length \(b_k\) and direction \(q_{k+1}\). Every quantity is therefore determined in turn, which proves uniqueness.

For existence, build the vectors by this rule. Two things must be checked.

First, the remainder must be orthogonal to all earlier vectors. For \(i<k-1\), the vector \(\Lambda q_i\) lies in the span of \(q_1,\dots,q_{i+1}\), so \(q_i^T\Lambda q_k=(\Lambda q_i)^Tq_k=0\). For \(i=k-1\) the same step gives \(b_{k-1}\), which the subtraction removes. For \(i=k\) the choice of \(\alpha_k\) does it.

Second, the remainder must not vanish for \(k<N\). It equals \(p(\Lambda)v\) with a polynomial \(p\) of degree \(k\). If it vanished, then \(p(\lambda_j)\sqrt{w_j}=0\) for all \(j\), and \(p\) would have \(N>k\) distinct roots, which is impossible. At \(k=N\) the remainder is orthogonal to \(N\) independent vectors and vanishes, so the chain ends there.

The eigenvectors of \(J\) are \(Q^Te_j\), with eigenvalues \(\lambda_j\) and first components \(q_1^Te_j=\sqrt{w_j}/b_0\). Hence

\[
w_j=b_0^2\,(\text{first component of eigenvector }j)^2 ,
\]

which leads back from the chain to the star.

To obtain sums, write \(q_{k+1}=P_k(\Lambda)v/\nu_k\), where \(P_k\) has leading coefficient one and \(\nu_k^2=\sum_jw_jP_k(\lambda_j)^2\). Comparing leading coefficients in the vector recurrence gives \(b_k=\nu_k/\nu_{k-1}\) for \(k\ge1\). Therefore

\[
\alpha_{k+1}=\frac{\sum_jw_j\lambda_jP_k(\lambda_j)^2}{\sum_jw_jP_k(\lambda_j)^2},\qquad
b_k^2=\frac{\sum_jw_jP_k(\lambda_j)^2}{\sum_jw_jP_{k-1}(\lambda_j)^2}.
\]

Multiplying the vector recurrence by \(\nu_k\) gives

\[
P_{k+1}(\lambda)=(\lambda-\alpha_{k+1})P_k(\lambda)-b_k^2P_{k-1}(\lambda),
\]

with \(P_0=1\) and no last term for \(k=0\). Alternating between the sums and this recurrence is the Stieltjes procedure. In exact arithmetic it solves the problem.

The impurity sees the bath through the hybridization function \(\Delta(z)=\sum_jw_j/(z-\lambda_j)\). Since \(\Delta(z)=v^T(z-\Lambda)^{-1}v\), the change of basis gives

\[
\Delta(z)=b_0^2\,[(z-J)^{-1}]_{11}.
\]

Star and chain thus act identically on the impurity.

### (b) How can one more level be absorbed?

Suppose that the chain for \(n\) levels is known. A new level with energy \(\lambda\) and weight \(w>0\) is attached to the impurity. Find a sequence of plane rotations that restores a chain without mixing the impurity with the bath.

**Solution.** Label the impurity 0, the old sites \(1,\dots,n\), and the new level \(x\). Before any rotation, the Hamiltonian \(A\) has the non-zero entries

\[
A_{k-1,k}=b_{k-1},\quad A_{kk}=\alpha_k\quad(k=1,\dots,n),\qquad
A_{0x}=\sqrt w,\quad A_{xx}=\lambda,
\]

and their mirror images. By part (a), this matrix differs from the arrowhead matrix of the \(n+1\) levels by an orthogonal transformation that leaves the impurity alone.

The unwanted entry is \(A_{0x}\). It can be removed by a rotation in the plane of site 1 and \(x\), which gathers the whole impurity coupling on site 1. The price is that \(x\) now couples to site 1, through the different energies of the two states, and to site 2, through the admixture of old site 1. A rotation in the plane \((2,x)\) then removes the entry \((1,x)\), and so on.

In general, rotation \(k\) replaces the current basis vectors \(e_k\) and \(e_x\) by

\[
u_k=c_ke_k+s_ke_x,\qquad e_x'=-s_ke_k+c_ke_x,\qquad c_k^2+s_k^2=1,
\]

with the angle chosen so that the entry \((k-1,x)\) becomes zero. Before this rotation, \(x\) couples to no site other than \(k-1\) and \(k\). Site \(k\) couples to \(k-1\), \(k+1\) and \(x\). After it, \(x\) can couple to \(k\) and \(k+1\) only. The pattern has moved by one site, and entries between earlier sites are not touched again.

After rotation \(n\) there is no site \(n+1\) to which \(x\) could couple. It is attached to site \(n\) alone and becomes the new last site. If its hopping comes out negative, reversing the sign of its basis vector makes it positive without changing any energy.

All rotations leave the impurity vector fixed. The final matrix therefore satisfies the conditions of part (a), and by uniqueness it is the required chain for \(n+1\) levels. The new level has travelled down the old chain, changing each site as it passed.

### (c) What does the travelling level carry?

After rotation \(k\), the row of \(x\) has three entries that may be non-zero: its diagonal entry and its couplings to sites \(k\) and \(k+1\). Show that, besides the rotation angle and the old hopping \(b_k\), one number suffices to describe them.

**Solution.** Let \(B\) be the part of the matrix without the impurity, with \(\lambda\) subtracted from its diagonal. Before the first rotation, \(x\) couples only to the impurity, and its shifted energy is \(\lambda-\lambda=0\). Hence

\[
Be_x^{(0)}=0,
\]

where \(e_x^{(0)}\) is the original vector of the new level. This null vector survives every change of basis; only its components change.

Inverting a single rotation gives \(e_x=s_ku_k+c_ke_x'\). Indeed, the \(e_k\) parts are \(s_kc_k\) and \(-c_ks_k\), which cancel, and the \(e_x\) parts add up to \(s_k^2+c_k^2=1\). Repeating this for \(k\) rotations, the original vector has the components

\[
z_k=c_1\cdots c_{k-1}s_k\ \text{on site }k,\qquad
z_x=c_1\cdots c_k\ \text{on }x,
\]

and none on site \(k+1\). Its components on earlier sites do not matter in the row of \(x\), because \(x\) no longer couples to those sites. That row of \(Bz=0\) is

\[
B_{xk}z_k+B_{xx}z_x=0 .
\]

The cosines are positive, as part (d) will confirm. Dividing by \(c_1\cdots c_{k-1}\) gives

\[
s_kB_{xk}+c_kB_{xx}=0 .
\]

Define \(\pi_k\) by \(B_{xk}=c_k\pi_k\). Then \(B_{xx}=-s_k\pi_k\).

The remaining coupling follows directly. Before rotation \(k\), site \(k\) couples to \(k+1\) with strength \(b_k\), while \(x\) does not couple to \(k+1\). The new vector of \(x\) contains \(-s_k\) of the old site \(k\). The complete row after rotation \(k\) is

\[
B_{xk}=c_k\pi_k,\qquad B_{xx}=-s_k\pi_k,\qquad B_{x,k+1}=-s_kb_k .
\]

By the same argument, the hopping from site \(k\) to site \(k+1\) has become \(c_kb_k\) for the moment.

These forms also describe the starting point if we set \(c_0=1\), \(s_0=0\) and \(\pi_0=\sqrt w\), with the impurity as site 0. The number \(\pi_k\) is an energy and may have either sign.

### (d) What are the angles, and how does \(\pi_k\) change?

Derive \(c_k\), \(s_k\), \(\pi_k\) and the new chain coefficients from the values after rotation \(k-1\).

**Solution.** Before rotation \(k\), the entries that connect site \(k-1\) to \(k\) and to \(x\) are

\[
c_{k-1}b_{k-1}\quad\text{and}\quad c_{k-1}\pi_{k-1}.
\]

The rotated entry to \(x\) is \(c_{k-1}(-s_kb_{k-1}+c_k\pi_{k-1})\). It vanishes for

\[
r_k=\sqrt{b_{k-1}^2+\pi_{k-1}^2},\qquad
c_k=\frac{b_{k-1}}{r_k},\qquad s_k=\frac{\pi_{k-1}}{r_k}.
\]

Since \(b_{k-1}>0\), we have \(c_k>0\), as used in part (c). The rotated hopping is

\[
b'_{k-1}=c_{k-1}(c_kb_{k-1}+s_k\pi_{k-1})=c_{k-1}r_k .
\]

A prime marks a final coefficient of the enlarged chain.

The \(2\times2\) block of \(B\) for \((k,x)\) before rotation \(k\) has the entries

\[
M_{11}=\alpha_k-\lambda,\qquad M_{12}=-s_{k-1}b_{k-1},\qquad
M_{22}=-s_{k-1}\pi_{k-1}.
\]

We insert \(b_{k-1}=r_kc_k\) and \(\pi_{k-1}=r_ks_k\). The coupling between \(x\) and \(k\) after the rotation is

\[
\begin{aligned}
B_{xk}&=-s_kc_kM_{11}+(c_k^2-s_k^2)M_{12}+s_kc_kM_{22}\\
&=-s_kc_k(\alpha_k-\lambda)-s_{k-1}r_k\left[(c_k^2-s_k^2)c_k+s_k^2c_k\right]\\
&=c_k\left[-s_k(\alpha_k-\lambda)-s_{k-1}r_kc_k^2\right].
\end{aligned}
\]

The terms in \(s_k^2c_k\) cancelled in the last step. Comparing with \(B_{xk}=c_k\pi_k\), and using \(r_kc_k=b_{k-1}\), gives

\[
\pi_k=-s_k(\alpha_k-\lambda)-s_{k-1}b_{k-1}c_k .
\]

The trace of the block is unchanged by a rotation. With \(t_k=-s_k\pi_k\) for the shifted energy of the travelling level, this means

\[
(\alpha_k'-\lambda)+t_k=(\alpha_k-\lambda)+t_{k-1},\qquad
\alpha_k'=\alpha_k+t_{k-1}-t_k .
\]

After the last rotation, \(x\) is site \(n+1\), with

\[
b_n'=|c_n\pi_n|,\qquad \alpha'_{n+1}=\lambda+t_n .
\]

A test on a six-site chain compares the squared sines and cosines, \(\pi_k\), \(t_k\) and the three entries in the row of \(x\) with the explicitly rotated matrix. The largest mismatch is \(2.8\times10^{-16}\), with entries of order one.

### (e) Can the square roots be avoided?

The chain needs \(b_k\) only up to a known sign, so squares should suffice. Rewrite the update as a recurrence with rational operations alone, and treat any division by zero.

**Solution.** Let \(\gamma_k=c_k^2\), \(\sigma_k=s_k^2\) and \(\rho_k=r_k^2\). The angles and the new hopping become

\[
\rho_k=b_{k-1}^2+\pi_{k-1}^2,\quad
\gamma_k=\frac{b_{k-1}^2}{\rho_k},\quad
\sigma_k=\frac{\pi_{k-1}^2}{\rho_k},\quad
b_{k-1}'^2=\gamma_{k-1}\rho_k .
\]

For the energy, multiply the formula for \(\pi_k\) by \(-s_k\):

\[
t_k=\sigma_k(\alpha_k-\lambda)+s_ks_{k-1}b_{k-1}c_k .
\]

Since \(b_{k-1}=r_kc_k\), the last term is \(c_k^2\,s_{k-1}r_ks_k=\gamma_ks_{k-1}\pi_{k-1}=-\gamma_kt_{k-1}\). Thus

\[
t_k=\sigma_k(\alpha_k-\lambda)-\gamma_kt_{k-1}.
\]

No sign of \(s_k\) or \(\pi_k\) is needed any more. From \(t_k^2=\sigma_k\pi_k^2\) we obtain

\[
\pi_k^2=\frac{t_k^2}{\sigma_k}\quad(\sigma_k>0),\qquad
\pi_k^2=\sigma_{k-1}b_{k-1}^2\quad(\sigma_k=0).
\]

The second form comes from the signed formula with \(s_k=0\) and \(c_k=1\). The two forms join smoothly. When \(\pi_{k-1}\) is small and \(\sigma_{k-1}\) is not, \(\sigma_k\) is of second order in \(\pi_{k-1}\), whereas \(t_{k-1}\) is of first order. Then \(t_k\approx-\gamma_kt_{k-1}\), and

\[
\frac{t_k^2}{\sigma_k}\approx
\frac{\gamma_k^2\sigma_{k-1}\pi_{k-1}^2}{\pi_{k-1}^2/\rho_k}
=\gamma_k^2\sigma_{k-1}\rho_k\to\sigma_{k-1}b_{k-1}^2 .
\]

The small number \(\pi_{k-1}^2\) cancels. Because \(\pi_{k-1}^2\) is computed as \(t_{k-1}^2/\sigma_{k-1}\), a relative error in the small number \(t_{k-1}\) enters \(t_k^2\) and \(\sigma_k\) alike and cancels as well, as long as \(t_{k-1}^2\) stays above the underflow range, where digits are lost.

The start is \(\gamma_0=1\), \(\sigma_0=0\), \(t_0=0\), \(\pi_0^2=w\). The end is \(b_n'^2=\gamma_n\pi_n^2\) and \(\alpha'_{n+1}=\lambda+t_n\). This is the square-root-free form of the Gragg–Harrod update.

## Second half: use, accuracy and failure

The chain has site energies \(\alpha_k\), hoppings \(b_k\) and impurity coupling \(b_0\). It represents nodes \(\lambda_j\) with weights \(w_j\), and its basis vectors \(q_k\) obey a three-term recurrence. To add a node \(\lambda\) of weight \(w\) to \(n\) sites, start with \(\gamma_0=1\), \(\sigma_0=t_0=0\), \(\pi_0^2=w\), and for \(k=1,\dots,n\) compute

\[
\begin{aligned}
\rho_k&=b_{k-1}^2+\pi_{k-1}^2,\qquad b_{k-1}'^2=\gamma_{k-1}\rho_k,\\
\gamma_k&=b_{k-1}^2/\rho_k,\qquad \sigma_k=\pi_{k-1}^2/\rho_k,\\
t_k&=\sigma_k(\alpha_k-\lambda)-\gamma_kt_{k-1},\qquad
\alpha_k'=\alpha_k+t_{k-1}-t_k,\\
\pi_k^2&=t_k^2/\sigma_k,\quad\text{or}\quad \sigma_{k-1}b_{k-1}^2\ \text{if}\ \sigma_k=0 .
\end{aligned}
\]

Then \(b_n'^2=\gamma_n\pi_n^2\) and \(\alpha'_{n+1}=\lambda+t_n\). Here \(\gamma_k\) and \(\sigma_k\) are the squared cosine and sine of the rotation in the plane of site \(k\) and the travelling level.

### (f) An update by hand

Two levels at \(-1\) and \(1\) eV, each of weight 1 eV², have the chain \(\alpha_1=\alpha_2=0\), \(b_0^2=2\), \(b_1^2=1\). Add a level of weight 1 eV² at 2 eV. Then repeat the update from the same old chain with the new level at 0 eV instead.

**Solution.** Energies are in eV and squared couplings in eV². For \(\lambda=2\), the first rotation gives

\[
\begin{aligned}
\rho_1&=2+1=3,\quad b_0'^2=3,\quad \gamma_1=\tfrac23,\quad \sigma_1=\tfrac13,\\
t_1&=\tfrac13(0-2)=-\tfrac23,\quad \alpha_1'=0+0+\tfrac23=\tfrac23,\quad
\pi_1^2=\tfrac49\Big/\tfrac13=\tfrac43 .
\end{aligned}
\]

The second gives

\[
\begin{aligned}
\rho_2&=1+\tfrac43=\tfrac73,\quad b_1'^2=\tfrac23\cdot\tfrac73=\tfrac{14}9,\quad
\gamma_2=\tfrac37,\quad \sigma_2=\tfrac47,\\
t_2&=\tfrac47(-2)-\tfrac37\left(-\tfrac23\right)=-\tfrac67,\quad
\alpha_2'=-\tfrac23+\tfrac67=\tfrac4{21},\quad \pi_2^2=\tfrac97 .
\end{aligned}
\]

The end of the chain is \(b_2'^2=\tfrac37\cdot\tfrac97=\tfrac{27}{49}\) and \(\alpha_3'=2-\tfrac67=\tfrac87\).

Three properties can be checked at once. The first site energy is the weighted mean of the levels, \((-1+1+2)/3=\tfrac23\). The squared first hopping is their variance, \(2-\tfrac49=\tfrac{14}9\). The site energies add up to 2, the sum of the level energies.

For \(\lambda=0\), the first rotation again has \(\rho_1=3\), \(\gamma_1=\tfrac23\), \(\sigma_1=\tfrac13\), but now \(t_1=0\) and \(\pi_1^2=0\). The new level has the same energy as site 1, so mixing the two creates no coupling between them. In the second step \(\rho_2=1\), \(b_1'^2=\tfrac23\), \(\gamma_2=1\) and \(\sigma_2=0\). The special branch gives \(\pi_2^2=\tfrac13\cdot1=\tfrac13\), so \(b_2'^2=\tfrac13\), and all site energies are zero.

Without the branch the update would meet \(0/0\). Two successive sines cannot vanish. If \(s_k=s_{k-1}=0\), then \(\pi_{k-1}=0\), and the signed formula at step \(k-1\) gives \(s_{k-2}b_{k-2}=0\), hence \(s_{k-2}=0\). Repeating this leads back to \(s_1=0\), which contradicts \(w>0\).

The chain equivalent to the star exists and is unique, and a square-root-free update, worked through by hand, adds one level at a time. What remains is to treat coinciding or close levels, to examine how rotations and the Stieltjes procedure respond to rounding, and to compare the methods on a bath of one hundred levels.
